# Why bare-nucleus guesses misfill heavy atoms and screened potentials do not: verification in Python

```python
# Claim under test: filling bare-nucleus Dirac levels by energy misplaces outer
# electrons of heavy atoms into d and f spinors; a screened atomic potential (SAP)
# gives the right occupations for Xe, Ba, Yb and Hg.
# kappa: Dirac quantum number; P, Q: large and small radial functions;
# M: electrons in a wrong symmetry; projection: guess electrons found in the
# converged occupied Dirac-Fock spinors. Hartree atomic units throughout.
import numpy as np
from scipy import constants
from scipy.linalg import eigh, qr, solve
from scipy.optimize import brentq
from scipy.special import erf
from sympy import Rational
from sympy.physics.wigner import wigner_3j
from pyscf import gto, scf

c = 1.0 / constants.alpha
bohr_fm = constants.physical_constants["Bohr radius"][0] * 1e15
step = 0.05
r = np.exp(np.arange(np.log(1e-7), np.log(60.0), step))
w = step * r
KEEP = 9                                   # states followed in each symmetry
KAPPAS = [-1, 1, -2, 2, -3, 3, -4]         # s to f
ALL_KAPPAS = KAPPAS + [4, -5]              # g added for the guesses


def orbital_l(kappa):
    return kappa if kappa > 0 else -kappa - 1


def multipole_kernel(k):
    """r<^k / r>^(k+1); the diagonal carries the Euler-Maclaurin kink term."""
    low, high = np.minimum.outer(r, r), np.maximum.outer(r, r)
    u = (low / high) ** k / high
    u[np.diag_indices(len(r))] -= step * (2 * k + 1) / (12 * r)
    return u


U = [multipole_kernel(k) for k in range(8)]
exchange_kernel = {}
for ia, ka in enumerate(KAPPAS):
    for kb in KAPPAS[ia:]:
        ja, jb = 2 * abs(ka) - 1, 2 * abs(kb) - 1
        total = np.zeros_like(U[0])
        for k in range(abs(ja - jb) // 2, (ja + jb) // 2 + 1):
            if (orbital_l(ka) + orbital_l(kb) + k) % 2 == 0:
                s3 = wigner_3j(Rational(ja, 2), k, Rational(jb, 2),
                               Rational(1, 2), 0, Rational(-1, 2))
                total += float(s3) ** 2 * U[k]
        exchange_kernel[ka, kb] = exchange_kernel[kb, ka] = total


def make_basis(kappa, exponents):
    """Orthonormal large and small functions, times sqrt(weight), and c*D."""
    l = orbital_l(kappa)
    a = np.asarray(exponents)[None, :]
    x = r[:, None]
    g = x ** (l + 1) * np.exp(-a * x * x) * np.sqrt(w)[:, None]
    g /= np.linalg.norm(g, axis=0)
    d = ((l + 1 + kappa) / x - 2 * a * x) * g
    large, r_large = qr(g, mode="economic")
    small, r_small = qr(d, mode="economic")
    return large, small, c * solve(r_large.T, r_small.T).T


def hamiltonian(basis, v):
    large, small, t = basis
    n = t.shape[0]
    return np.block([[large.T @ (v[:, None] * large), t.T],
                     [t, small.T @ (v[:, None] * small) - 2 * c * c * np.eye(n)]])


def electron_states(h):
    e, vec = eigh(h)
    n = len(e) // 2
    return e[n:], vec[:, n:]


def all_levels(v, bases):
    return {k: electron_states(hamiltonian(b, v)) for k, b in bases.items()}


def radial_functions(bases, levels, filling):
    out = {}
    for k, (large, small, t) in bases.items():
        vec = levels[k][1][:, :filling.get(k, 0)]
        n = t.shape[0]
        out[k] = large @ vec[:n], small @ vec[n:]
    return out


def weighted_density(functions):
    return sum(2 * abs(k) * (p * p + q * q).sum(axis=1)
               for k, (p, q) in functions.items())


def local_density_atom(v_nuc, bases, filling, v):
    """Self-consistent exchange-only local-density atomic potential."""
    for _ in range(200):
        levels = all_levels(v, bases)
        dens = weighted_density(radial_functions(bases, levels, filling))
        rho = dens / (4 * np.pi * r * r * w)
        new = v_nuc + U[0] @ dens - (3 * rho / np.pi) ** (1 / 3)
        change = np.max(np.abs(r * (new - v)))
        if change < 1e-4:
            return new
        v = v + 0.3 * (new - v)
    raise AssertionError("local-density atom not converged")


def dirac_fock(v_nuc, bases, filling, levels):
    """Closed-shell Dirac-Fock with DIIS acceleration."""
    core = {k: hamiltonian(b, v_nuc) for k, b in bases.items()}
    history = []
    for _ in range(60):
        fun = radial_functions(bases, levels, filling)
        v = v_nuc + U[0] @ weighted_density(fun)
        pairs = {k: (2 * abs(k) * p @ p.T, 2 * abs(k) * q @ p.T,
                     2 * abs(k) * q @ q.T)
                 for k, (p, q) in fun.items() if filling.get(k, 0)}
        fock, errors, energy = {}, [], 0.0
        for k, basis in bases.items():
            large, small, _t = basis
            xpp, xqp, xqq = (sum(exchange_kernel[k, b] * m[i]
                                 for b, m in pairs.items()) for i in range(3))
            sl = small.T @ xqp @ large
            fock[k] = hamiltonian(basis, v) - np.block(
                [[large.T @ xpp @ large, sl.T], [sl, small.T @ xqq @ small]])
            occ = levels[k][1][:, :filling.get(k, 0)]
            d = occ @ occ.T
            energy += abs(k) * np.sum(d * (core[k] + fock[k]))
            errors.append((fock[k] @ d - d @ fock[k]).ravel())
        error = np.concatenate(errors)
        if np.max(np.abs(error)) < 1e-5:
            return energy, {k: electron_states(f) for k, f in fock.items()}
        history = (history + [(fock, error)])[-8:]
        m = len(history)
        b = np.zeros((m + 1, m + 1))
        b[:m, :m] = [[x[1] @ y[1] for y in history] for x in history]
        b /= np.max(np.abs(b))
        b[m, :m] = b[:m, m] = 1.0
        weights = np.linalg.lstsq(b, np.eye(m + 1)[m], rcond=1e-15)[0][:m]
        mixed = {k: sum(a * h[0][k] for a, h in zip(weights, history))
                 for k in bases}
        levels = {k: electron_states(f) for k, f in mixed.items()}
    raise AssertionError("Dirac-Fock not converged")


def aufbau(levels, electrons):
    """Fill by energy; levels equal within 5e-4 (relative) share electrons."""
    entries = sorted((e, k, i) for k, lev in levels.items()
                     for i, e in enumerate(lev[0][:KEEP]))
    f = {k: np.zeros(KEEP) for k in levels}
    pos, left = 0, float(electrons)
    while left > 1e-9:
        end = pos + 1
        while entries[end][0] - entries[pos][0] < 5e-4 * abs(entries[pos][0]):
            end += 1
        group = entries[pos:end]
        room = sum(2 * abs(k) for _, k, _ in group)
        share = min(1.0, left / room)
        for _, k, i in group:
            f[k][i] = share
        left -= share * room
        pos = end
    return f


def projection(levels, f, converged, filling):
    populations = {}
    for k in KAPPAS:
        o = levels[k][1][:, :KEEP].T @ converged[k][1][:, :KEEP]
        populations[k] = f[k] @ (o * o)
    total = sum(2 * abs(k) * populations[k][:filling.get(k, 0)].sum()
                for k in KAPPAS)
    return total, populations


def sommerfeld(z, n, kappa):
    za = z / c
    gamma = np.sqrt(kappa ** 2 - za ** 2)
    return c * c * (1 / np.sqrt(1 + (za / (n - abs(kappa) + gamma)) ** 2) - 1)


def thomas_fermi_screening(z):
    """Newton solution of phi'' = phi^(3/2)/sqrt(x) on the logarithmic grid."""
    x = r / (0.5 * (3 * np.pi / 4) ** (2 / 3) * z ** (-1 / 3))
    phi = 1 / (1 + x / 2) ** 2
    n = len(r)
    lin = (np.diag(np.full(n, -2 / step ** 2))
           + np.diag(np.full(n - 1, 1 / step ** 2 - 0.5 / step), 1)
           + np.diag(np.full(n - 1, 1 / step ** 2 + 0.5 / step), -1))
    lin[0], lin[-1] = np.eye(n)[0], np.eye(n)[-1]
    inside = np.ones(n)
    inside[[0, -1]] = 0
    target = np.eye(n)[0]
    for _ in range(60):
        res = lin @ phi - inside * (x * phi) ** 1.5 - target
        jac = lin - np.diag(inside * 1.5 * x ** 1.5 * np.sqrt(phi))
        new = np.maximum(phi - np.linalg.solve(jac, res), 0)
        change = np.max(np.abs(new - phi))
        phi = new
        if change < 1e-9:
            return phi
    raise AssertionError("Thomas-Fermi equation not converged")


# Exchange coefficients: filled s, p, d, f shells against 3D Gaussian integrals
shell_exponents = [1.3, 0.9, 0.7, 0.5]
mol = gto.M(atom="Ge 0 0 0", verbose=0,
            basis={"Ge": [[l, [a, 1.0]] for l, a in enumerate(shell_exponents)]})
eri = mol.intor("int2e").reshape((16,) * 4)
repulsion_3d = 2 * np.einsum("iijj->", eri) - np.einsum("ijji->", eri)
shell = {}
for k in KAPPAS:
    l = orbital_l(k)
    g = r ** (l + 1) * np.exp(-shell_exponents[l] * r * r) * np.sqrt(w)
    shell[k] = g / np.linalg.norm(g)
repulsion_radial = 0.0
for ka, pa in shell.items():
    for kb, pb in shell.items():
        repulsion_radial += 2 * abs(ka * kb) * (
            (pa * pa) @ U[0] @ (pb * pb)
            - (pa * pb) @ exchange_kernel[ka, kb] @ (pa * pb))
assert abs(repulsion_radial / repulsion_3d - 1) < 1e-5
print(f"s-f shell repulsion, radial: {repulsion_radial:.5f} Eh")
print(f"s-f shell repulsion, 3D: {repulsion_3d:.5f} Eh")

# Whole relativistic SCF against an independent four-component code
ion_exponents = {0: 200 * 3.0 ** np.arange(8), 1: 200 * 3.0 ** np.arange(5)}
mol = gto.M(atom="Hg 0 0 0", charge=70, verbose=0, basis={
    "Hg": [[l, [a, 1.0]] for l in (0, 1) for a in ion_exponents[l]]})
mf = scf.DHF(mol)
e0, c0 = mf.eig(mf.get_hcore(), mf.get_ovlp())
ion_reference = mf.kernel(dm0=mf.make_rdm1(c0, mf.get_occ(e0, c0)))
ion_bases = {k: make_basis(k, ion_exponents[orbital_l(k)]) for k in (-1, 1, -2)}
ion_energy, _ = dirac_fock(-80 / r, ion_bases, {-1: 2, 1: 1, -2: 1},
                           all_levels(-80 / r, ion_bases))
assert mf.converged and abs(ion_energy - ion_reference) < 5e-3
print(f"10-electron ion Z=80, radial: {ion_energy:.4f} Eh")
print(f"10-electron ion Z=80, molecular code: {ion_reference:.4f} Eh")

# Heavy atoms: Z, mass number, number of filled s, p, d, f shells
atoms = {"Xe": (54, 132, (5, 4, 2, 0)), "Ba": (56, 138, (6, 4, 2, 0)),
         "Yb": (70, 174, (6, 4, 2, 1)), "Hg": (80, 202, (6, 4, 3, 1))}
tracked = {
    "Xe": [("5s1/2", -1, 4), ("5p3/2", -2, 3), ("4f7/2", -4, 0)],
    "Ba": [("6s1/2", -1, 5), ("5d3/2", 2, 2), ("4f5/2", 3, 0)],
    "Yb": [("4f7/2", -4, 0), ("6s1/2", -1, 5), ("5d3/2", 2, 2),
           ("6p1/2", 1, 4)],
    "Hg": [("4f7/2", -4, 0), ("5d5/2", -3, 2), ("6s1/2", -1, 5),
           ("6p1/2", 1, 4), ("5f5/2", 3, 1)]}
crossing_pairs = {"Xe": (("4f7/2", -4, 0), ("5p3/2", -2, 3)),
                  "Hg": (("5f5/2", 3, 1), ("6s1/2", -1, 5))}
# Many-noded bare spinors need closely spaced exponents. The screened atom that
# only supplies the SAP potential is generated in a coarser, cheaper basis.
bases = {k: make_basis(k, 0.01 * 1.7 ** np.arange(44 if orbital_l(k) < 2 else 31))
         for k in ALL_KAPPAS}
fock_bases = {k: bases[k] for k in KAPPAS}
potential_bases = {
    k: make_basis(k, 0.01 * 2.0 ** np.arange(34 if orbital_l(k) < 2 else 24))
    for k in KAPPAS}
print("Guess lines: electrons in s/p/d/f/g; M; projection P;")
print("P* = projection with the right shells forced (electrons)")

for name, (z, mass, shells) in atoms.items():
    filling = {k: shells[orbital_l(k)] for k in KAPPAS}
    assert sum(2 * abs(k) * n for k, n in filling.items()) == z
    rms = (0.836 * mass ** (1 / 3) + 0.570) / bohr_fm
    v_nuc = -z * erf(np.sqrt(1.5) * r / rms) / r
    v_tf = v_nuc * thomas_fermi_screening(z)
    occupied_bases = {k: b for k, b in potential_bases.items() if filling[k]}
    v_sap = local_density_atom(v_nuc, occupied_bases, filling, v_tf)
    guesses = {"bare": all_levels(v_nuc, bases), "TF": all_levels(v_tf, bases),
               "SAP": all_levels(v_sap, bases)}
    energy, converged = dirac_fock(v_nuc, fock_bases, filling, guesses["SAP"])
    homo = max(converged[k][0][n - 1] for k, n in filling.items() if n)
    lumo = min(converged[k][0][n] for k, n in filling.items())
    assert lumo > homo
    print(f"{name} Z={z}: E(DF)={energy:.3f}, highest filled={homo:.4f} Eh")

    misplaced, pops, projected = {}, {}, {}
    for label, levels in guesses.items():
        f = aufbau(levels, z)
        count = {k: 2 * abs(k) * f[k].sum() for k in ALL_KAPPAS}
        misplaced[label] = z - sum(min(count[k], 2 * abs(k) * filling.get(k, 0))
                                   for k in ALL_KAPPAS)
        projected[label], pops[label] = projection(levels, f, converged, filling)
        assert projected[label] <= z - misplaced[label] + 1e-6
        forced = {k: (np.arange(KEEP) < filling[k]).astype(float) for k in KAPPAS}
        p_forced = projection(levels, forced, converged, filling)[0]
        by_l = "/".join(f"{sum(n for k, n in count.items() if orbital_l(k) == l):.0f}"
                        for l in range(5))
        print(f" {label}: {by_l}; M={misplaced[label]:.2f}; "
              f"P={projected[label]:.3f}; P*={p_forced:.3f}")
        if label == "bare":
            formula = {k: (np.array([sommerfeld(z, orbital_l(k) + 1 + i, k)
                                     for i in range(KEEP)]), None)
                       for k in ALL_KAPPAS}
            f_formula = aufbau(formula, z)
            for k in ALL_KAPPAS:
                assert abs(f_formula[k].sum() - f[k].sum()) < 1e-6
    for label, k, i in tracked[name]:
        line = (f" {label}: bare {guesses['bare'][k][0][i]:.3f}, "
                f"SAP {guesses['SAP'][k][0][i]:.4f}")
        if i < filling[k]:
            line += (f", DF {converged[k][0][i]:.4f} Eh; pop. bare "
                     f"{pops['bare'][k][i]:.3f}, SAP {pops['SAP'][k][i]:.4f}")
        else:
            line += " Eh (empty in DF)"
        print(line)

    assert misplaced["bare"] > 1 and misplaced["SAP"] < 1e-6
    assert misplaced["TF"] < misplaced["bare"]
    assert projected["SAP"] > projected["bare"]
    assert min(pops["SAP"][k][:n].min() for k, n in filling.items() if n) > 0.9

    if name in crossing_pairs:
        screening = v_sap - v_nuc

        def level_and_slope(strength, state):
            _, k, i = state
            e, vec = electron_states(hamiltonian(bases[k],
                                                 v_nuc + strength * screening))
            large, small, t = bases[k]
            n = t.shape[0]
            p, q = large @ vec[:n, i], small @ vec[n:, i]
            return e[i], screening @ (p * p + q * q)

        inner, outer = crossing_pairs[name]

        def difference(strength):
            return (np.array(level_and_slope(strength, inner))
                    - np.array(level_and_slope(strength, outer)))

        gap = -difference(0.0)[0]
        assert gap > 0 and difference(1.0)[0] > 0
        cross = brentq(lambda s: difference(s)[0], 0, 1, xtol=1e-9)
        nodes, weights = np.polynomial.legendre.leggauss(24)
        work = sum(0.5 * cross * a * difference(0.5 * cross * (x + 1))[1]
                   for x, a in zip(nodes, weights))
        assert abs(work / gap - 1) < 1e-3
        print(f" {inner[0]}-{outer[0]} crossing at lambda={cross:.4f}")
        print(f" bare gap {gap:.4f} Eh, screening integral {work:.4f} Eh")

    if name == "Hg":
        for label, k, i, n, tol in (
                ("5d5/2", -3, 2, 5, 1e-4), ("5f5/2", 3, 1, 5, 1e-4),
                ("4f7/2", -4, 0, 4, 1e-4), ("6s1/2", -1, 5, 6, 1e-3)):
            # the s level also feels the finite nuclear size
            level, exact = guesses["bare"][k][0][i], sommerfeld(z, n, k)
            print(f" bare {label}: basis {level:.4f}, Sommerfeld {exact:.4f} Eh")
            assert abs(level / exact - 1) < tol
        slope_f = level_and_slope(0.0, ("5f5/2", 3, 1))[1]
        slope_d = level_and_slope(0.0, ("5d5/2", -3, 2))[1]
        print(f" first-order screening: 5d5/2 {slope_d:.3f}, 5f5/2 {slope_f:.3f} Eh")
        assert slope_f > slope_d
        charge = -r * v_sap
        print(" SAP charge Z(r) at r=0.01, 0.1, 1, 5 bohr: "
              + ", ".join(f"{np.interp(x, r, charge):.3f}"
                          for x in (0.01, 0.1, 1.0, 5.0)) + " e")
        assert abs(np.interp(20.0, r, charge)) < 0.05

print("PASS")
```

Output:

```
s-f shell repulsion, radial: 261.83992 Eh
s-f shell repulsion, 3D: 261.83991 Eh
10-electron ion Z=80, radial: -13115.5002 Eh
10-electron ion Z=80, molecular code: -13115.5002 Eh
Guess lines: electrons in s/p/d/f/g; M; projection P;
P* = projection with the right shells forced (electrons)
Xe Z=54: E(DF)=-7446.895, highest filled=-0.4398 Eh
 bare: 8/18/20/8/0; M=8.00; P=32.931; P*=37.501
 TF: 10/24/20/0/0; M=0.00; P=53.394; P*=53.394
 SAP: 10/24/20/0/0; M=0.00; P=53.994; P*=53.994
 5s1/2: bare -59.965, SAP -0.6863, DF -1.0101 Eh; pop. bare 0.040, SAP 0.9990
 5p3/2: bare -58.966, SAP -0.2500, DF -0.4398 Eh; pop. bare 0.025, SAP 0.9995
 4f7/2: bare -91.347, SAP 0.0341 Eh (empty in DF)
 4f7/2-5p3/2 crossing at lambda=0.9501
 bare gap 32.3807 Eh, screening integral 32.3807 Eh
Ba Z=56: E(DF)=-8135.645, highest filled=-0.1632 Eh
 bare: 8/18/20/10/0; M=10.00; P=33.598; P*=38.768
 TF: 12/24/20/0/0; M=0.00; P=54.080; P*=54.080
 SAP: 12/24/20/0/0; M=0.00; P=55.991; P*=55.991
 6s1/2: bare -44.690, SAP -0.0948, DF -0.1632 Eh; pop. bare 0.004, SAP 0.9966
 5d3/2: bare -63.469, SAP -0.0473 Eh (empty in DF)
 4f5/2: bare -98.603, SAP 0.0302 Eh (empty in DF)
Yb Z=70: E(DF)=-14067.677, highest filled=-0.1965 Eh
 bare: 10/23/23/14/0; M=3.00; P=44.009; P*=43.710
 TF: 12/24/20/14/0; M=0.00; P=69.603; P*=69.603
 SAP: 12/24/20/14/0; M=0.00; P=69.938; P*=69.938
 4f7/2: bare -153.754, SAP -0.0502, DF -0.4802 Eh; pop. bare 0.229, SAP 0.9964
 6s1/2: bare -70.945, SAP -0.1192, DF -0.1965 Eh; pop. bare 0.004, SAP 0.9929
 5d3/2: bare -99.851, SAP -0.0033 Eh (empty in DF)
 6p1/2: bare -70.948, SAP -0.0265 Eh (empty in DF)
Hg Z=80: E(DF)=-19648.896, highest filled=-0.3280 Eh
 bare: 10/24/28/18/0; M=4.00; P=52.517; P*=52.786
 TF: 12/24/30/14/0; M=0.00; P=79.476; P*=79.476
 SAP: 12/24/30/14/0; M=0.00; P=79.977; P*=79.977
 4f7/2: bare -201.077, SAP -3.4021, DF -4.3117 Eh; pop. bare 0.384, SAP 0.9999
 5d5/2: bare -129.633, SAP -0.2956, DF -0.5746 Eh; pop. bare 0.031, SAP 0.9987
 6s1/2: bare -94.012, SAP -0.2218, DF -0.3280 Eh; pop. bare 0.011, SAP 0.9968
 6p1/2: bare -94.023, SAP -0.0340 Eh (empty in DF)
 5f5/2: bare -129.633, SAP 0.0340 Eh (empty in DF)
 5f5/2-6s1/2 crossing at lambda=0.8887
 bare gap 35.6212 Eh, screening integral 35.6212 Eh
 bare 5d5/2: basis -129.6327, Sommerfeld -129.6328 Eh
 bare 5f5/2: basis -129.6328, Sommerfeld -129.6328 Eh
 bare 4f7/2: basis -201.0765, Sommerfeld -201.0765 Eh
 bare 6s1/2: basis -94.0116, Sommerfeld -94.0246 Eh
 first-order screening: 5d5/2 160.486, 5f5/2 168.150 Eh
 SAP charge Z(r) at r=0.01, 0.1, 1, 5 bohr: 74.932, 48.952, 5.944, 0.351 e
PASS
```
